# The Correlation Virial Relation and the Kohn-Sham Atom

## Result and conventions

Let $n$ be the electron density, $E_c[n]$ the correlation energy, $v_c=\delta E_c/\delta n$ its potential, and $T_c$ the kinetic part of correlation. Then

$$E_c[n]+T_c[n]=-\int n(\mathbf r)\,\mathbf r\cdot\nabla v_c(\mathbf r)\,d^3r, \tag{1}$$

and a self-consistent Kohn-Sham atom has the total energy

$$E=-(T_s+T_c), \tag{2}$$

where $T_s$ is the kinetic energy of the Kohn-Sham orbitals. The relation $E=-T_s$ holds if correlation is left out of the calculation. With correlation, $E+T_s=-T_c$.

Hartree atomic units are used. The atom is non-relativistic, with one fixed point nucleus of charge $Z$ at the origin and no other external field. The universal functional is defined by a constrained search over antisymmetric $N$-electron wavefunctions with density $n$,

$$F[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat V_{ee}|\Psi\rangle = T[n]+V_{ee}[n], \tag{3}$$

where $T[n]$ and $V_{ee}[n]$ are the two expectation values in the minimizing state $\Psi$. Minimizing $\langle\hat T\rangle$ alone gives $T_s[n]$, with a minimizing state $\Phi$ that is assumed to be a non-degenerate determinant. The remaining definitions are

$$U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad E_x[n]=\langle\Phi|\hat V_{ee}|\Phi\rangle-U[n], \tag{4}$$

$$F=T_s+U+E_x+E_c,\qquad T_c=T-T_s. \tag{5}$$

Inserting $F=T+V_{ee}$ into (5) separates the correlation energy into a kinetic and an interaction part:

$$E_c=T_c+\left(V_{ee}-U-E_x\right). \tag{6}$$

Two signs follow from the minimizations. Since $T_s$ is the lowest kinetic energy at density $n$, $T_c\ge0$. Since $\Phi$ is a permitted trial state in (3), $F\le T_s+U+E_x$, so $E_c\le0$.

## Scaling the density

Both results come from compressing or stretching the density at fixed electron number:

$$n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r),\qquad \int n_\gamma\,d^3r=N. \tag{7}$$

A value $\gamma>1$ contracts the density. Differentiating the product gives $3\gamma^2n(\gamma\mathbf r)+\gamma^3\,\mathbf r\cdot(\nabla n)(\gamma\mathbf r)$, which at $\gamma=1$ becomes

$$\left.\frac{dn_\gamma}{d\gamma}\right|_{1}=3n+\mathbf r\cdot\nabla n=\nabla\cdot(\mathbf r\,n), \tag{8}$$

because $\nabla\cdot\mathbf r=3$. Let $G[n]$ be any functional with potential $v_G=\delta G/\delta n$. The chain rule, followed by integration by parts, gives

$$\left.\frac{dG[n_\gamma]}{d\gamma}\right|_{1}=\int v_G\,\nabla\cdot(\mathbf r\,n)\,d^3r=-\int n\,\mathbf r\cdot\nabla v_G\,d^3r. \tag{9}$$

The discarded surface term on a sphere of radius $R$ is of order $R^3n(R)v_G(R)$, and it vanishes for the exponentially decaying density of an atom. An additive constant in $v_G$, which variations at fixed $N$ leave undetermined, drops out of the gradient.

Equation (9) turns the right-hand side of (1) into the scaling slope of $E_c$. It remains to find that slope from the definition of $E_c$.

## The slope of the correlation energy

Scale the minimizing wavefunction of (3) in all its coordinates, leaving the spins alone:

$$\Psi_\gamma(\mathbf r_1,\dots,\mathbf r_N)=\gamma^{3N/2}\,\Psi(\gamma\mathbf r_1,\dots,\gamma\mathbf r_N). \tag{10}$$

Its density is $N\gamma^{3N}\int|\Psi(\gamma\mathbf r,\gamma\mathbf r_2,\dots)|^2\,d^3r_2\cdots d^3r_N$. The substitution $\mathbf r_i\to\mathbf r_i/\gamma$ in the $N-1$ integrals supplies a factor $\gamma^{-3(N-1)}$, so the density is $\gamma^3n(\gamma\mathbf r)=n_\gamma$. Two derivatives in the kinetic energy give a factor $\gamma^2$, and the inverse distance in the repulsion gives a factor $\gamma$:

$$\langle\Psi_\gamma|\hat T+\hat V_{ee}|\Psi_\gamma\rangle=\gamma^2T[n]+\gamma V_{ee}[n]. \tag{11}$$

The state $\Psi_\gamma$ has the right density to compete in the search for $F[n_\gamma]$, but it need not win. Kinetic energy and repulsion have changed by different factors, so the best compromise between them may have changed too. The search therefore yields an inequality,

$$D(\gamma)\equiv\gamma^2T[n]+\gamma V_{ee}[n]-F[n_\gamma]\ \ge 0,\qquad D(1)=0. \tag{12}$$

The function $D$ has a minimum at $\gamma=1$. If $F[n_\gamma]$ is differentiable there, which is assumed, then $D'(1)=0$, and

$$\left.\frac{dF[n_\gamma]}{d\gamma}\right|_{1}=2T[n]+V_{ee}[n]. \tag{13}$$

The slope is thus known although $F[n_\gamma]$ itself is not known at other values of $\gamma$.

For $T_s$ the full dependence on $\gamma$ follows. The scaled determinant $\Phi_\gamma$ has density $n_\gamma$, so $T_s[n_\gamma]\le\gamma^2T_s[n]$. Starting instead from $n_\gamma$ and scaling back by $1/\gamma$ gives $T_s[n]\le\gamma^{-2}T_s[n_\gamma]$. The two inequalities together require equality, and $\Phi_\gamma$ is the minimizing determinant at $n_\gamma$. Evaluating $\hat V_{ee}$ in it gives a factor $\gamma$, and changing variables in (4) gives the same factor for $U$. Hence

$$T_s[n_\gamma]=\gamma^2T_s[n],\qquad U[n_\gamma]=\gamma U[n],\qquad E_x[n_\gamma]=\gamma E_x[n]. \tag{14}$$

Subtract the slopes of these three terms from (13), then use $T=T_s+T_c$ and (6):

$$\begin{aligned}
\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{1}&=2T+V_{ee}-2T_s-U-E_x\\
&=2T_c+(V_{ee}-U-E_x)\\
&=2T_c+(E_c-T_c)=E_c+T_c.
\end{aligned} \tag{15}$$

Setting $G=E_c$ in (9) and equating the two expressions for the slope proves (1).

The same use of (9) with the linear scaling in (14) gives two companion relations:

$$\int n\,\mathbf r\cdot\nabla v_H\,d^3r=-U,\qquad \int n\,\mathbf r\cdot\nabla v_x\,d^3r=-E_x. \tag{16}$$

Here $v_H=\delta U/\delta n$ and $v_x=\delta E_x/\delta n$. Exchange has no kinetic term in its relation because it scales linearly. Correlation does not, and $T_c$ records the difference.

### The high-density limit

Writing each trial state for $n_\gamma$ as a scaled trial state for $n$ gives

$$F[n_\gamma]=\gamma^2\min_{\Psi\to n}\langle\Psi|\hat T+\gamma^{-1}\hat V_{ee}|\Psi\rangle. \tag{17}$$

Contraction is therefore equivalent to weakening the repulsion at fixed density. Suppose the minimum can be expanded in powers of $1/\gamma$ about the non-degenerate state $\Phi$. The first two terms are $T_s[n]+\gamma^{-1}(U[n]+E_x[n])$. After multiplication by $\gamma^2$ they cancel against (14), and the rest is

$$E_c[n_\gamma]=e_2+\frac{e_3}{\gamma}+\dots, \tag{18}$$

with coefficients that depend on $n$. Because scaling by $\gamma$ and then by $1+\epsilon$ is scaling by $\gamma(1+\epsilon)$, (15) applied to $n_\gamma$ reads

$$\gamma\frac{dE_c[n_\gamma]}{d\gamma}=E_c[n_\gamma]+T_c[n_\gamma]. \tag{19}$$

By (18) the left side is $-e_3/\gamma+\dots$, which tends to zero. If $e_2\neq0$, then $T_c/|E_c|\to1$ at high density: the interaction part of (6) tends to $2e_2$, and half of that gain is paid back as kinetic energy.

## The self-consistent atom

The Kohn-Sham energy is

$$E=T_s+V_{ext}+U+E_x+E_c,\qquad V_{ext}=\int n\,v_{ext}\,d^3r,\quad v_{ext}=-\frac Zr. \tag{20}$$

With the nucleus at the origin, the change of variable $\mathbf r\to\mathbf r/\gamma$ shows that $V_{ext}[n_\gamma]=\gamma V_{ext}[n]$. Along the scaled densities, then,

$$E[n_\gamma]=\gamma^2T_s+\gamma(V_{ext}+U+E_x)+E_c[n_\gamma]. \tag{21}$$

Differentiate at $\gamma=1$, use (15), and collect one copy of each term of (20):

$$\left.\frac{dE[n_\gamma]}{d\gamma}\right|_{1}=2T_s+V_{ext}+U+E_x+E_c+T_c=E+T_s+T_c. \tag{22}$$

Self-consistency has not been used so far, so (22) holds for any density that meets the stated assumptions. The Kohn-Sham equations are the condition that $E$ be stationary under variations of the orbitals that keep them orthonormal. Scaling all orbitals together is such a variation. At self-consistency the left side of (22) therefore vanishes, which proves (2).

If $E_c$ is omitted from both the energy and the potential, the same steps give a slope $E+T_s$, and self-consistency gives $E=-T_s$. With the exact functional, $T_s+T_c=T$, and (2) becomes the usual virial theorem $E=-T$ for the interacting atom. The Kohn-Sham orbitals reproduce the density of that atom, but their kinetic energy is smaller by $T_c$.

### The same result from forces

The determinant $\Phi$ is also stationary for non-interacting electrons in the fixed potential $v_s=v_{ext}+v_H+v_x+v_c$. Its energy under scaling is $\gamma^2T_s+\int v_sn_\gamma\,d^3r$. Setting the slope to zero and using (8) with an integration by parts gives

$$2T_s=\int n\,\mathbf r\cdot\nabla v_s\,d^3r. \tag{23}$$

For the nucleus, $\mathbf r\cdot\nabla v_{ext}=Z/r=-v_{ext}$, which contributes $-V_{ext}$. Equations (16) and (1) supply the other terms:

$$2T_s=-V_{ext}-U-E_x-(E_c+T_c)=-(E-T_s)-T_c. \tag{24}$$

Subtracting $T_s$ from both sides gives $T_s=-E-T_c$, which is (2) again. The term $T_c$ enters because the force $-\nabla v_c$ on the Kohn-Sham electrons has the virial $\int n\,\mathbf r\cdot(-\nabla v_c)\,d^3r=E_c+T_c$, not $E_c$.

## Approximate functionals

An approximate $E_c[n]$ comes without an interacting wavefunction, so $T-T_s$ cannot be evaluated from it. Equation (1) can instead be taken as the definition of $T_c[n]$. By (9) this is the same as

$$T_c[n]=\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{1}-E_c[n]. \tag{25}$$

The steps from (20) to (22) then go through unchanged, provided the approximate exchange scales linearly, and (2) holds at self-consistency. Agreement with (2) consequently tests the numerical solution, not the quality of the functional.

In the local-density approximation $E_c=\int n\,\varepsilon_c(n)\,d^3r$, where $\varepsilon_c$ is the correlation energy per electron of the uniform gas. A change of variable gives $E_c[n_\gamma]=\int n\,\varepsilon_c(\gamma^3n)\,d^3r$, so

$$E_c+T_c=3\int n^2\frac{d\varepsilon_c}{dn}\,d^3r=-\int n\,r_s\frac{d\varepsilon_c}{dr_s}\,d^3r,\qquad r_s=\left(\frac{3}{4\pi n}\right)^{1/3}. \tag{26}$$

The second form follows from $n\,d/dn=-(r_s/3)\,d/dr_s$. Regions where $\varepsilon_c$ becomes less negative as the gas is diluted contribute negatively to $E_c+T_c$. Local exchange has an energy density proportional to $n^{4/3}$, which scales linearly as required. Local correlation does not obey the expansion (18). At high density $\varepsilon_c\approx0.0311\ln r_s+\text{const}$, so $E_c[n_\gamma]$ diverges like $-\ln\gamma$, and by (26) $E_c+T_c$ tends to $-0.0311N$ instead of zero. The ratio $T_c/|E_c|$ then approaches 1 only logarithmically.

## Where the atomic relation changes

**Several nuclei.** For nuclei at positions $\mathbf R_a$, scaling the electrons alone does not scale $V_{ext}$ linearly. The potential is homogeneous of degree $-1$ in electron and nuclear positions together, so $\mathbf r\cdot\nabla v_{ext}=-v_{ext}-\sum_a\mathbf R_a\cdot\nabla_a v_{ext}$. By (9) the slope of $V_{ext}$ gains the term $\sum_a\mathbf R_a\cdot\int n\nabla_av_{ext}\,d^3r$. At self-consistency the integral is the derivative of the electronic energy with respect to $\mathbf R_a$, since the stationary orbitals contribute nothing to first order. The nuclear repulsion $V_{nn}$ obeys $V_{nn}+\sum_a\mathbf R_a\cdot\nabla_aV_{nn}=0$. Adding this to the stationarity condition gives, for the total energy,

$$E+T_s+T_c=-\sum_a\mathbf R_a\cdot\nabla_aE. \tag{27}$$

Equation (2) is recovered when the forces on the nuclei vanish, as at an equilibrium geometry.

**Other external potentials.** Relation (1) concerns the universal functional and does not depend on the external potential. Relation (2) does, through the linear scaling of $V_{ext}$. The harmonic well below satisfies (1) but not (2).

**Restricted orbitals.** In a fixed finite basis, the scaled orbitals generally lie outside the space in which the energy was minimized. The slope in (22) need not vanish there, and (2) can be violated by a basis-set error.

## An interacting system with a known wavefunction

Relation (1) can be checked for the exact functional with two electrons in the well $\frac12\omega^2r^2$ at $\omega=1/2$. The singlet ground state is

$$\Psi\propto\left(1+\tfrac12r_{12}\right)e^{-(r_1^2+r_2^2)/4},\qquad E=2. \tag{28}$$

Both electrons occupy one Kohn-Sham orbital $\phi=\sqrt{n/2}$. The Kohn-Sham equation can therefore be solved for the potential, $v_s=\frac12(\nabla^2\phi)/\phi$ plus a constant. For this doubly occupied orbital exchange cancels the self-repulsion, half of the Hartree energy, so $E_x=-U/2$ and $v_x=-v_H/2$. What remains is $v_c=v_s-v_{ext}-\frac12v_H$.

The wavefunction gives $T=0.664418$ and $V_{ee}=0.447443$. The density gives $T_s=0.635246$ and $E_x=-0.515125$, hence $U+E_x=0.515125$. In hartree,

$$T_c=0.664418-0.635246=0.029172,$$
$$E_c=0.029172+0.447443-0.515125=-0.038510.$$

Their sum is $-0.009338$. The integral $-\int n\,\mathbf r\cdot\nabla v_c\,d^3r$, taken with the potential recovered from the density, is also $-0.009338$. The two sides were tested to agree within $10^{-6}$ hartree. Relation (2) has no place here: $E$ is positive, while $-(T_s+T_c)$ is negative.

## Helium, beryllium and neon

The atoms were solved on a radial grid with local-density exchange and Perdew-Wang correlation. These energies carry the error of the local-density approximation and omit relativity and nuclear motion. For $E_c$ and $T_c$ that error is large: in the exact non-relativistic helium atom $T-T_s$ is about 0.037 hartree and $E_c$ about $-0.042$ hartree, a ratio near 0.9, so the local-density $T_c$ found below is almost twice the true value. The numbers illustrate relations (1) and (2), not the kinetic correlation energy of the real atoms. For helium, in hartree,

$$E=2.76739-6.62488+1.99586-0.86174-0.11108=-2.83445,$$

with the terms in the order of (20); to six decimals the total is $-2.834455$. The force integral is $\int n\,\mathbf r\cdot\nabla v_c\,d^3r=0.04401$, so by (1)

$$T_c=0.11108-0.04401=0.06707,$$

or 1.825 eV. Then $T_s+T_c=2.76739+0.06707=2.83446$, which is $-E$ to the rounding of the terms. By contrast, $E+T_s=-0.06707$. By (2) this remainder is $-T_c$, not a numerical error: it exceeds the tested bound of $2\times10^{-6}$ hartree on $|E+T_s+T_c|$ by more than four orders of magnitude.

The three atoms compare as follows, in hartree except for the last column.

| Atom | $T_s$ | $T_c$ | $E$ | $T_c/\lvert E_c\rvert$ |
|---|---|---|---|---|
| He | 2.7674 | 0.0671 | −2.8345 | 0.60 |
| Be | 14.3088 | 0.1377 | −14.4465 | 0.62 |
| Ne | 127.7367 | 0.4932 | −128.2299 | 0.67 |

In each case $|E+T_s+T_c|$ was tested to be below $2\times10^{-6}$ hartree. Here $T_c$ is defined by (1) and computed from the force integral. As a check of that integral against (9), the slope of $E_c$ was found separately by evaluating the functional on slightly contracted and stretched densities. For helium it is $-0.044014$, equal to $E_c+T_c$, as (25) requires.

### Correlation added after self-consistency

An exchange-only calculation for helium gives $E=-2.723640$ and $T_s=2.723640$, so $E=-T_s$ holds. Now evaluate the correlation energy on that density and add it. The energy becomes $-2.834187$, with $T_c=0.066640$, and

$$E+T_s+T_c=-2.834187+2.723640+0.066640=-0.043907.$$

The virial relation fails because the orbitals never responded to $v_c$. Since the exchange-only part $E-E_c+T_s$ vanishes, what is left is $E_c+T_c$ on this density. By (22) it is also the slope of the full energy under scaling, and the numerical slope is $-0.043907$.

The added-on energy lies just 0.00027 hartree above the self-consistent one, although the virial defect is more than a hundred times larger. The energy error is of second order in the density error, because $E$ is stationary at the solution. The slope is of first order. The negative slope says that contraction lowers the energy. Keeping the dominant curvature $2T_s$ of (21) and neglecting that of $E_c$, the best scale factor and the energy gained are

$$\gamma-1\approx\frac{0.0439}{2(2.7236)}\approx0.008,\qquad \frac{(0.0439)^2}{4(2.7236)}\approx0.00018. \tag{29}$$

In this estimate, a uniform contraction of the orbitals by about 0.8 per cent recovers roughly two thirds of the missing relaxation energy. The rest requires a change in the shape of the density. The full set of energy terms for all three atoms is given in the numerical output.

## Computed results

```
Energies in hartree unless another unit is given
Two electrons in a harmonic well, exact functional
 frequency 0.50   E 2.000000
 T 0.664418   Ts 0.635246   Tc 0.029172
 Vee 0.447443   U 1.030250   Ex -0.515125
 Ec -0.038510   Ec+Tc -0.009338
 -integral n r.grad vc -0.009338
He atom, Z = 2, local-density functional
 Ts 2.767389   Vext -6.624884   U 1.995861
 Ex -0.861740   Ec -0.111080   E -2.834455
 integral n r.grad vc 0.044014   Tc 0.067066
 numerical scaling slope of Ec -0.044014
 Ts+Tc 2.834455   E+Ts -0.067066
 |E+Ts+Tc| below 2e-6: True
 Tc 1.8250 eV   Tc/|Ec| 0.6038
 exchange-only: E -2.723640   Ts 2.723640
 Ec added afterwards: E -2.834187   Tc 0.066640
  E+Ts+Tc -0.043907   slope of E -0.043907
 E in the cc-pV5Z Gaussian basis -2.834347
Be atom, Z = 4, local-density functional
 Ts 14.308786   Vext -33.356098   U 7.114869
 Ex -2.290333   Ec -0.223697   E -14.446473
 integral n r.grad vc 0.086011   Tc 0.137686
 numerical scaling slope of Ec -0.086011
 Ts+Tc 14.446473   E+Ts -0.137686
 |E+Ts+Tc| below 2e-6: True
 Tc 3.7466 eV   Tc/|Ec| 0.6155
 exchange-only: E -14.223291   Ts 14.223291
 Ec added afterwards: E -14.445947   Tc 0.136923
  E+Ts+Tc -0.085733   slope of E -0.085733
Ne atom, Z = 10, local-density functional
 Ts 127.736729   Vext -309.983977   U 65.723879
 Ex -10.966746   Ec -0.739800   E -128.229914
 integral n r.grad vc 0.246615   Tc 0.493185
 numerical scaling slope of Ec -0.246615
 Ts+Tc 128.229914   E+Ts -0.493185
 |E+Ts+Tc| below 2e-6: True
 Tc 13.4203 eV   Tc/|Ec| 0.6666
 exchange-only: E -127.490741   Ts 127.490741
 Ec added afterwards: E -128.229281   Tc 0.492145
  E+Ts+Tc -0.246395   slope of E -0.246396
```
